# Poling Period for Frequency Doubling of 1550 nm Light: verification in Python

```python
"""First-order poling period for second-harmonic generation.
Result under test: period = lam / (2 (n2 - n1)), one full up-down domain pair.
lam: vacuum wavelength of the fundamental; n1, n2: indices at lam and lam/2.
The check solves the full driven wave equation of the harmonic,
    E'' + k2^2 E = -k2^2 q s(z) exp(2 i k1 z),   s = +1 or -1 by domain,
for a fixed pump, with no slowly-varying-envelope approximation.
Lengths are in micrometres unless a name says otherwise.
"""
import numpy as np
from scipy.constants import c, epsilon_0, pi
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

lam, n1, n2 = 1.550, 2.14, 2.18


def harmonic(index1, index2, up, down, pairs):
    """Forward and backward harmonic field magnitudes for q = 1."""
    k1 = 2 * pi * index1 / lam
    k2 = 2 * pi * index2 / (lam / 2)

    def generator(sign):
        # state: E, E'/k2, source phase factor exp(2 i k1 z)
        return np.array([[0, k2, 0], [-k2, 0, -sign * k2],
                         [0, 0, 2j * k1]], dtype=complex)

    one_pair = expm(generator(-1) * down) @ expm(generator(1) * up)
    state = np.linalg.matrix_power(one_pair, pairs) @ np.array([0, 0, 1.0])
    forward = abs(state[0] - 1j * state[1]) / 2
    backward = abs(state[0] + 1j * state[1]) / 2
    return forward, backward


def poled(period, pairs, index2=n2):
    return harmonic(n1, index2, period / 2, period / 2, pairs)[0]


# Derived formulas
k1 = 2 * pi * n1 / lam
k2 = 4 * pi * n2 / lam
mismatch = k2 - 2 * k1
period = lam / (2 * (n2 - n1))
coherence = lam / (4 * (n2 - n1))

# Unpoled crystal: where does the harmonic first peak?
found_coherence = minimize_scalar(
    lambda z: -harmonic(n1, n2, z, 0, 1)[0], bounds=(1, 18),
    method="bounded", options={"xatol": 1e-8}).x
assert abs(found_coherence - coherence) < 1e-4

# Search for the best period over a wide range, then refine it
pairs_scan = 50
grid = np.arange(8, 70, 0.1)
growth = np.array([poled(p, pairs_scan) / (pairs_scan * p) for p in grid])
coarse = grid[np.argmax(growth)]
found_period = minimize_scalar(
    lambda p: -poled(p, pairs_scan), bounds=(coarse - 0.3, coarse + 0.3),
    method="bounded", options={"xatol": 1e-8}).x
assert abs(found_period - period) < 1e-4

# Growth rates relative to a truly phase-matched, unpoled crystal
matched_rate = harmonic(n2, n2, 500.0, 0, 1)[0] / 500.0


def relative_rate(p):
    return poled(p, pairs_scan) / (pairs_scan * p) / matched_rate


rate1, rate2, rate3 = [relative_rate(m * period) for m in (1, 2, 3)]
rate_half = relative_rate(period / 2)
assert abs(rate1 - 2 / pi) < 1e-6
assert abs(rate3 - 2 / (3 * pi)) < 1e-6
assert rate2 < 1e-6 and rate_half < 1e-6

# Tolerances of a crystal about 10 mm long
pairs = 516
length = pairs * period
peak = poled(period, pairs)
x_half = brentq(lambda x: (np.sin(x) / x) ** 2 - 0.5, 1, 2)
width_period = 2 * x_half * period ** 2 / (pi * length)
width_index = x_half * lam / (pi * length)


def full_width(response, reach):
    def drop(s):
        return (response(s) / peak) ** 2 - 0.5
    return brentq(drop, 0, reach) - brentq(drop, -reach, 0)


found_wp = full_width(lambda s: poled(period + s, pairs), width_period)
found_wi = full_width(lambda s: poled(period, pairs, n2 + s), width_index)
assert abs(found_wp / width_period - 1) < 5e-3
assert abs(found_wi / width_index - 1) < 5e-3

# Temperature: rough typical rates for lithium niobate, extraordinary waves
dn_dT, expansion, warming = 6e-6, 1.4e-5, 10.0
detuning_per_K = 4 * pi * dn_dT / lam + expansion * mismatch
warm = (poled(period * (1 + expansion * warming), pairs,
              n2 + dn_dT * warming) / peak) ** 2
phase = detuning_per_K * warming * length / 2
assert abs(warm - (np.sin(phase) / phase) ** 2) < 2e-3
width_T = 4 * x_half / (length * detuning_per_K)

# Unequal domains
duty = 0.45
uneven = (harmonic(n1, n2, duty * period, (1 - duty) * period,
                   pairs)[0] / peak) ** 2
assert abs(uneven - np.sin(pi * duty) ** 2) < 1e-5

# Backward harmonic: a case in which it meets an odd grating order
forward_b, backward_b = harmonic(2.16, 2.20, period / 2, period / 2, pairs)
assert abs(backward_b / forward_b - 0.04 / 4.36) < 1e-5
backward_bound = (n2 - n1) / (n1 + n2)

# Focusing phase of a Gaussian beam centred in the crystal
waist = 100.0
rayleigh = pi * waist ** 2 * n1 / lam


def focused_output(extra_k):
    # symmetric limits leave only the real part of the overlap integral
    def integrand(z):
        t = z / rayleigh
        return (np.cos(extra_k * z) + t * np.sin(extra_k * z)) / (1 + t * t)
    return quad(integrand, -length / 2, length / 2, epsabs=1e-9)[0]


best_extra = minimize_scalar(
    lambda u: -focused_output(u / rayleigh), bounds=(-5, 5),
    method="bounded", options={"xatol": 1e-7}).x
assert abs(best_extra - 1) < 0.02
focus_shift = period ** 2 / (2 * pi * rayleigh)

# Conversion on the beam axis, SI units
power, d_nl = 1.0, 25e-12
intensity = 2 * power / (pi * (waist * 1e-6) ** 2)
omega = 2 * pi * c / (lam * 1e-6)
d_eff = 2 * d_nl / pi
conversion = (2 * omega ** 2 * d_eff ** 2 * (length * 1e-6) ** 2 * intensity
              / (n1 ** 2 * n2 * epsilon_0 * c ** 3))
pump_squared = 2 * intensity / (n1 * epsilon_0 * c)
harmonic_field = peak * d_nl * pump_squared / n2 ** 2
wave_conversion = 0.5 * n2 * epsilon_0 * c * harmonic_field ** 2 / intensity
assert abs(wave_conversion / conversion - 1) < 1e-5

# Rounded indices: each may be off by half a unit of its last digit
rounding = 0.005
period_low = lam / (2 * (n2 - n1 + 2 * rounding))
period_high = lam / (2 * (n2 - n1 - 2 * rounding))

print(f"fundamental vacuum wavelength: {lam * 1e3:.0f} nm")
print(f"harmonic vacuum wavelength: {lam * 1e3 / 2:.0f} nm")
print(f"index at fundamental, at harmonic: {n1:.2f}, {n2:.2f}")
print(f"index difference: {n2 - n1:.2f}")
print(f"k1: {k1:.4f} rad/um")
print(f"k2: {k2:.4f} rad/um")
print(f"mismatch k2 - 2 k1: {mismatch:.5f} rad/um")
print(f"coherence length, formula: {coherence:.4f} um")
print(f"coherence length, wave equation: {found_coherence:.4f} um")
print(f"poling period, formula: {period:.3f} um")
print(f"poling period, wave-equation search: {found_period:.3f} um")
print(f"period range searched: {grid[0]:.0f} to {grid[-1]:.1f} um")
print(f"periods in the search crystal: {pairs_scan}")
print("field growth relative to perfect phase matching:")
print(f"  first-order period: {rate1:.4f} (2/pi = {2 / pi:.4f})")
print(f"  half that period: {rate_half:.4f}")
print(f"  twice that period: {rate2:.4f}")
print(f"  three times that period: {rate3:.4f}")
print(f"third-order period: {3 * period:.3f} um")
print(f"example crystal: {pairs} periods, {length / 1e3:.4f} mm")
print(f"half-maximum argument of sinc^2: {x_half:.4f} rad")
print(f"full width in period, formula: {width_period * 1e3:.1f} nm")
print(f"full width in period, wave equation: {found_wp * 1e3:.1f} nm")
print(f"full width in index difference, formula: {width_index:.2e}")
print(f"full width in index difference, wave eq.: {found_wi:.2e}")
print(f"index rounding assumed: +/- {rounding:.3f} each")
print(f"period range from rounding: {period_low:.1f} to {period_high:.1f} um")
print(f"rough thermal change of index difference: {dn_dT:.1e} per K")
print(f"rough thermal expansion: {expansion:.1e} per K")
print(f"relative efficiency after {warming:.0f} K change: {warm:.3f}")
print(f"full width in temperature: {width_T:.1f} K")
print(f"relative efficiency at duty cycle {duty:.2f}: {uneven:.4f}")
print(f"beam radius: {waist:.0f} um; pump power: {power:.0f} W")
print(f"Rayleigh length in crystal: {rayleigh / 1e3:.1f} mm")
print(f"period shortening by focusing: {focus_shift * 1e3:.2f} nm")
print(f"rough nonlinear coefficient d: {d_nl * 1e12:.0f} pm/V")
print(f"effective coefficient 2d/pi: {d_eff * 1e12:.1f} pm/V")
print(f"on-axis intensity: {intensity / 1e7:.2f} kW/cm2")
print(f"on-axis conversion, formula: {conversion * 100:.3f} %")
print(f"on-axis conversion, wave equation: {wave_conversion * 100:.3f} %")
print(f"backward/forward field, upper estimate: {backward_bound:.4f}")
print(f"backward/forward intensity, same: {backward_bound ** 2:.1e}")
print("success")
```

It prints:

```
fundamental vacuum wavelength: 1550 nm
harmonic vacuum wavelength: 775 nm
index at fundamental, at harmonic: 2.14, 2.18
index difference: 0.04
k1: 8.6748 rad/um
k2: 17.6740 rad/um
mismatch k2 - 2 k1: 0.32429 rad/um
coherence length, formula: 9.6875 um
coherence length, wave equation: 9.6875 um
poling period, formula: 19.375 um
poling period, wave-equation search: 19.375 um
period range searched: 8 to 69.9 um
periods in the search crystal: 50
field growth relative to perfect phase matching:
  first-order period: 0.6366 (2/pi = 0.6366)
  half that period: 0.0000
  twice that period: 0.0000
  three times that period: 0.2122
third-order period: 58.125 um
example crystal: 516 periods, 9.9975 mm
half-maximum argument of sinc^2: 1.3916 rad
full width in period, formula: 33.3 nm
full width in period, wave equation: 33.3 nm
full width in index difference, formula: 6.87e-05
full width in index difference, wave eq.: 6.87e-05
index rounding assumed: +/- 0.005 each
period range from rounding: 15.5 to 25.8 um
rough thermal change of index difference: 6.0e-06 per K
rough thermal expansion: 1.4e-05 per K
relative efficiency after 10 K change: 0.030
full width in temperature: 10.5 K
relative efficiency at duty cycle 0.45: 0.9755
beam radius: 100 um; pump power: 1 W
Rayleigh length in crystal: 43.4 mm
period shortening by focusing: 1.38 nm
rough nonlinear coefficient d: 25 pm/V
effective coefficient 2d/pi: 15.9 pm/V
on-axis intensity: 6.37 kW/cm2
on-axis conversion, formula: 0.200 %
on-axis conversion, wave equation: 0.200 %
backward/forward field, upper estimate: 0.0093
backward/forward intensity, same: 8.6e-05
success
```
